Plane waves, FFT grids and memory for an ultrasoft calculation

**Problem**

A calculation with ultrasoft pseudopotentials uses a periodic cube of side L = 20 bohr. The orbitals are expanded in plane waves up to 30 Ry. The smooth part of the density is kept up to 120 Ry, and the full density, which includes the augmentation charge, up to 300 Ry.

(a) How many plane waves does each cutoff admit?

(b) What FFT dimensions do the coarse grid (120 Ry) and the dense grid (300 Ry) need?

(c) How much memory does one array on each grid take?

(d) Why are two grids used, and what would be lost by using one?

Take the Brillouin-zone point k = 0 unless another is named. Numbers are stored in double precision: 8 bytes for a real number and 16 for a complex one, with 1 MB = 10⁶ bytes. FFT lengths may contain the prime factors 2, 3 and 5. Symmetry and distribution over processors are not used to reduce storage.

**Solution**

**(a) Counting plane waves**

A plane wave exp(iG·r) fits the cube if it is unchanged when x, y or z increases by L. Each component of G must then be an integer multiple of 2π/L:

G = (2π/L) m,  m = (m₁, m₂, m₃), with integers m₁, m₂, m₃.

The kinetic energy is ħ²G²/(2mₑ), where mₑ is the electron mass. Since ħ²/(2mₑa₀²) = 1 Ry, with a₀ the bohr radius, the energy in Ry is simply G² when G is in bohr⁻¹. There is no factor ½; that factor belongs to hartree units. A cutoff E therefore keeps the vectors with

G² ≤ E.

Inserting G = (2π/L)m and taking the square root gives

|m| ≤ R,  R = L√E/(2π).

The task is to count integer points in a sphere of radius R. Each integer point can be given a unit cube centred on it, and these cubes fill space without overlap. The number of points is thus roughly the volume of the sphere:

N ≈ (4π/3) R³
 = (4π/3) L³E^(3/2)/(8π³)
 = L³E^(3/2)/(6π²).

For the orbitals, √30 = 5.4772 and 2π/20 = 0.314159, so

R = 5.4772/0.314159 = 17.43,
N ≈ 8000 × 30^(3/2)/(6π²) ≈ 22 198.

Direct enumeration gives 22 119, which is 0.36 % below the estimate. The two differ because the sphere cuts through the unit cubes at its surface. A cube reaches at most √3/2 from its centre, so the true count lies between the volumes of spheres of radius R − √3/2 and R + √3/2. For R = 17.43 this guarantees agreement to about 16 %. The actual error is much smaller, because cubes that stick out of the sphere largely compensate for those parts of the sphere that are not covered.

The volume formula also has an exact meaning. At a general k the condition becomes |m + κ| ≤ R, where κ = Lk/(2π) and each component of κ runs from −½ to ½ over the Brillouin zone. Averaging the count over κ means integrating over a unit cube and summing over all m. The shifted unit cubes tile all space, so the result is the volume of the sphere, 4πR³/3. The formula is therefore the average number of plane waves over the zone.

A mesh of 64 k points gives an average of 22 203, within 0.03 % of the formula. The counts on this mesh run from 22 177 to 22 222. The value 22 119 at k = 0 lies outside that range; there is no contradiction, since the mesh is shifted and does not contain k = 0.

For the two density cutoffs the same steps give

120 Ry: R = 34.87, N ≈ 177 587, exact count 177 509;
300 Ry: R = 55.13, N ≈ 701 974, exact count 701 475.

The estimate fails for a very small cell or cutoff. When R < 1, only m = 0 survives and N = 1, whereas the volume formula tends to zero as R → 0.

**Why the smooth density needs 120 Ry**

Write an orbital as

ψ(r) = L^(−3/2) Σ_G c(G) exp(iG·r).

Its square modulus is the product of this sum and its complex conjugate:

|ψ(r)|² = L⁻³ Σ_G′ Σ_G″ c(G′) c*(G″) exp[i(G′ − G″)·r].

The wave vectors in the density are the differences G′ − G″. Both G′ and G″ are at most √30 bohr⁻¹ long, so by the triangle inequality

|G′ − G″| ≤ |G′| + |G″| ≤ 2√30 bohr⁻¹.

Squaring gives an energy of at most 4 × 30 = 120 Ry. A sum over several occupied orbitals obeys the same limit. So does a sum over k points, because the factor exp(ik·r) cancels in |ψ|² and the differences are then (k + G′) − (k + G″). The cutoff of 120 Ry thus holds the smooth density without truncation.

**(b) FFT dimensions**

Let the grid have n points along each side, at x = jL/n with j = 0, 1, …, n − 1. On these points the wave with index m takes the values

exp(2πi m j/n).

Replacing m by m + n multiplies this by exp(2πi j) = 1. The grid cannot distinguish two indices that differ by n. This is aliasing.

A sphere of radius R contains, along each axis, the indices from −M to M, where M is R rounded down to an integer. These are 2M + 1 indices, and they must all remain distinct:

n ≥ 2M + 1.

The condition is sufficient because two indices in this range differ by at most 2M, which is less than n. It is also necessary. If n ≤ 2M, the vectors (M, 0, 0) and (M − n, 0, 0) both lie in the sphere and share one place on the grid.

For the two density spheres,

coarse: M = 34, n ≥ 2 × 34 + 1 = 69;
dense: M = 55, n ≥ 2 × 55 + 1 = 111.

Now the lengths must be rounded up to products of 2, 3 and 5. For the coarse grid, 69 = 3 × 23, 70 = 2 × 5 × 7 and 71 is prime, so none is allowed. The next length is 72 = 2³ × 3². For the dense grid, every length from 111 to 119 contains a prime factor of 7 or more, and the next one is 120 = 2³ × 3 × 5. The grids are

coarse: 72 × 72 × 72 = 373 248 points, spacing 20/72 = 0.278 bohr;
dense: 120 × 120 × 120 = 1 728 000 points, spacing 20/120 = 0.167 bohr.

The limit of 69 is sharp. On a grid of 68 points the density components with m = (34, 0, 0) and (−34, 0, 0) fall together. The density is real, so these two components are complex conjugates and have equal magnitude. The stored value is their sum, and its error is as large as the component itself. The numerical check with a random orbital finds this relative error to be 1.000. The error is measured against this one component, not against the whole density. The component is built only from pairs of coefficients with first index 17 and −17, at the edge of the orbital sphere. It is therefore small compared with the G = 0 component, and very small for an orbital that is converged at its cutoff. The limit of 69 is the condition for an exact representation; 68 points give a small error in the density as a whole.

The coarse grid must also serve a second purpose: multiplying an orbital by the local potential V(r). If V(r) = Σ_G V(G) exp(iG·r), the coefficient of the product at G is

(Vψ)(G) = Σ_G′ V(G − G′) c(G′).

Here G and G′ both lie in the orbital sphere, so G − G′ is again at most 2√30 bohr⁻¹ long. Components of V above 120 Ry do not enter this product, and V can be filtered to the coarse sphere before the multiplication. This holds for Vψ only. The potential also acts on the augmentation charge of part (d), through integrals of V times Q_ab, and these need V on the dense grid.

The product itself has indices up to 34 + 17 = 51, which is beyond the range of the grid. On 69 points, the indices 35 to 51 reappear at 35 − 69 = −34 to 51 − 69 = −18. The orbital sphere needs only −17 to 17, so the wrapped components miss it. The negative side follows by symmetry, and a longer grid moves the wrapped components further away. The unwanted components are discarded when the result is cut back to the orbital sphere.

**(c) Memory**

A complex array takes 16n³ bytes:

coarse: 16 × 373 248 bytes = 5.97 MB (5.70 MiB);
dense: 16 × 1 728 000 bytes = 27.65 MB (26.37 MiB).

A real array, such as the density in real space, takes half as much: 2.99 MB and 13.82 MB. These are the sizes of single arrays. A program holds several of them, for example for the density, the potential and work space, and a spin-polarized calculation needs a density for each spin.

The three cutoffs compare as follows.

| Quantity | Orbital | Coarse | Dense |
|---|---|---|---|
| Cutoff (Ry) | 30 | 120 | 300 |
| Radius R | 17.43 | 34.87 | 55.13 |
| Estimated N | 22 198 | 177 587 | 701 974 |
| Exact N, k = 0 | 22 119 | 177 509 | 701 475 |
| Minimum n | – | 69 | 111 |
| Chosen n | – | 72 | 120 |
| Complex array (MB) | 0.354 | 5.97 | 27.65 |

The orbital column has no grid of its own, since orbitals are transformed on the coarse grid. Its last entry is the list of coefficients in the sphere, 16 × 22 119 bytes.

An orbital on the coarse grid takes 16.9 times as much memory as its list of coefficients. Most of this factor is geometry. The coarse box has a side of about 2 × 2R = 4R in index units, where R is the orbital radius, so

(4R)³ / (4πR³/3) = 64 × 3/(4π) = 48/π ≈ 15.3.

Rounding the side up to 72 accounts for most of the remainder. For 100 orbitals, the coefficients take about 35 MB, while storing all of them on the coarse grid would take about 597 MB. It is therefore economical to keep the coefficients and to transform a few orbitals at a time.

The choice of FFT lengths matters as well. If the factor 7 is also allowed, the dimensions become 70 and 112. The dense complex array then takes 16 × 112³ bytes = 22.5 MB, which is 19 % less than with 120.

**(d) Why two grids**

In the ultrasoft method the density has two parts:

ρ(r) = Σ_i f_i [ |ψ_i(r)|² + Σ_ab Q_ab(r) ⟨ψ_i|β_a⟩⟨β_b|ψ_i⟩ ].

Here f_i is the occupation of orbital i, the β_a are projector functions localized at the atoms, and the Q_ab are augmentation functions. The Q_ab restore the charge that the smooth orbitals lack near the nuclei. The first part obeys the limit of 120 Ry derived above. The second does not, because Q_ab is not a product of the smooth orbitals. Its extent in reciprocal space depends on how sharply it varies in real space.

A model shows the size of the effect. Take a normalized Gaussian charge of width σ,

g(r) = (2πσ²)^(−3/2) exp[−r²/(2σ²)],

whose Fourier transform is exp(−σ²G²/2). Its value at the centre is the integral of this transform over all G, divided by (2π)³. A cutoff E removes the part with G > √E. The angular integral and the factor (2π)³ cancel in the ratio, so the fraction of the peak that is lost is

F = ∫_(√E)^∞ G² exp(−σ²G²/2) dG / ∫_0^∞ G² exp(−σ²G²/2) dG.

Substitute t = σG/√2. The factors from G² dG are the same above and below and cancel. With x = σ√E/√2,

F = ∫_x^∞ t² exp(−t²) dt / ∫_0^∞ t² exp(−t²) dt.

To integrate by parts, write t² exp(−t²) as t times t exp(−t²), and use the fact that t exp(−t²) is the derivative of −½exp(−t²):

∫_x^∞ t² exp(−t²) dt = ½x exp(−x²) + ½∫_x^∞ exp(−t²) dt
 = ½x exp(−x²) + (√π/4) erfc(x),

where erfc(x) = (2/√π)∫_x^∞ exp(−t²) dt. At x = 0 this equals √π/4, which is the denominator. Hence

F = erfc(x) + (2x/√π) exp(−x²).

When x = 0, everything is lost and F = 1. When x is large, the second term dominates and F ≈ (2x/√π) exp(−x²), with x² = σ²E/2. At any x, F depends on σ and E only through the product σ²E. A charge half as wide therefore needs four times the cutoff for the same loss.

For σ = 0.25 bohr, x² = σ²E/2 gives

120 Ry: x² = 0.0625 × 120/2 = 3.75;
300 Ry: x² = 0.0625 × 300/2 = 9.375.

Summing the Gaussian's coefficients over the enumerated spheres gives a loss of 5.8 % of the peak at 120 Ry and 0.03 % at 300 Ry. The formula agrees with these sums to within 3 % of each loss. The total charge is not affected, because it is given by the component G = 0, which both spheres contain. What suffers is the shape of the charge.

The Gaussian is a model, and its width was chosen for illustration. It shows that 120 Ry can be too little for a compact charge, but it does not prove that 300 Ry suffices for a given element. That has to be settled by raising the density cutoff until the quantity of interest stops changing.

The two grids must exchange data. The smooth density on the coarse grid is a finite sum of plane waves. Copying its coefficients into the dense box and setting all others to zero leaves the same sum, which the inverse FFT then evaluates at more points. This interpolation adds no approximation. In the numerical check, the transferred density differs from the directly computed one by about 10⁻¹⁵ of its maximum, which is rounding error.

The augmentation charge is added on the dense grid. If its coefficients are built in reciprocal space, those beyond 300 Ry are simply left out. If it is instead sampled at the grid points, the components that the grid cannot represent are folded back onto lower ones, and the condition n ≥ 2M + 1 no longer protects the result.

One could use a single grid in two ways. With the coarse grid alone, the sharp part of the augmentation charge would be lost. With the dense grid alone, nothing would be lost compared with the two-grid scheme, but each orbital transform would work on a larger array. The ratio of the array sizes is

(120/72)³ = (5/3)³ = 4.63.

The ratio of the plane-wave counts is smaller, 3.95, in agreement with (300/120)^(3/2). The difference comes from two roundings. Boxes of side exactly 2R (69.7 and 110.3) would have the ratio 3.95. The rule n = 2M + 1 gives 69, slightly below 2R, and 111, slightly above it, which raises the ratio to (111/69)³ = 4.16. The step to allowed FFT lengths is relatively larger from 111 to 120 than from 69 to 72 and multiplies the ratio by [(120/111)/(72/69)]³ = 1.11, which gives 4.63.

**Scaling to other cells**

Before rounding, the grid side is about 2R, so the number of grid points is about

(2R)³ = L³E^(3/2)/π³.

Both the plane-wave count and the array memory therefore grow in proportion to the volume of the cell and to the cutoff to the power 3/2. Doubling the side of the cube multiplies them by about 8, and doubling a cutoff by 2^(3/2) ≈ 2.8. Because the side is rounded up to an allowed FFT length, the actual memory rises in steps and mostly lies above this trend. In the present cell it is (72/69.7)³ ≈ 1.10 and (120/110.3)³ ≈ 1.29 times the estimate.

Computed values

```
Cube side: 20.0 bohr; volume: 8000 bohr^3
Reciprocal spacing: 0.314159 bohr^-1
orbital cutoff: 30 Ry
  largest G: 5.4772 bohr^-1
  index radius R: 17.4346
  largest index M: 17
  volume estimate: 22198 plane waves
  exact count at k=0: 22119 plane waves
  count minus estimate: -0.357 %
coarse cutoff: 120 Ry
  largest G: 10.9545 bohr^-1
  index radius R: 34.8691
  largest index M: 34
  volume estimate: 177587 plane waves
  exact count at k=0: 177509 plane waves
  count minus estimate: -0.044 %
dense cutoff: 300 Ry
  largest G: 17.3205 bohr^-1
  index radius R: 55.1329
  largest index M: 55
  volume estimate: 701974 plane waves
  exact count at k=0: 701475 plane waves
  count minus estimate: -0.071 %
Orbital count, average over 64 k: 22202.8
Orbital count, range over k: 22177 to 22222
coarse FFT grid: minimum 69, chosen 72 per side
  length if factor 7 is allowed: 70
  grid points: 373248; spacing: 0.2778 bohr
  sphere/grid count ratio: 0.4756
  complex array: 5.972 MB = 5.695 MiB
  real array: 2.986 MB
  Gaussian peak lost: 5.7614 %
dense FFT grid: minimum 111, chosen 120 per side
  length if factor 7 is allowed: 112
  grid points: 1728000; spacing: 0.1667 bohr
  sphere/grid count ratio: 0.4059
  complex array: 27.648 MB = 26.367 MiB
  real array: 13.824 MB
  Gaussian peak lost: 0.0309 %
Gaussian width: 0.25 bohr
One orbital, sphere coefficients: 0.3539 MB
Coarse grid/orbital memory: 16.87
Dense/coarse plane-wave ratio: 3.952
Dense/coarse memory ratio: 4.630
Relative edge error on 68-point grid: 1.000
Relative density transfer error: 1.1e-15
```
